# Can an allowed Clebsch-Gordan coefficient still be zero?: verification in Python

```python
"""Nontrivial zeros of Clebsch-Gordan coefficients.

Result under test (Condon-Shortley convention, hbar = 1, j >= 1):
  <j m; 2 0 | j m> = (3 m^2 - j(j+1)) / sqrt(j(j+1)(2j-1)(2j+3)),
which vanishes for j = 3, m = 2 and for infinitely many other (j, m),
although the triangle and projection rules are obeyed.
Symbols: j, m  angular momentum and projection; q  projection of the rank-2
partner; J, M  total angular momentum and projection; P2, P4  Legendre
polynomials of cos(theta); l  orbital angular momentum.
"""
from math import isqrt, sqrt

import numpy as np
from scipy import constants
from scipy.special import eval_legendre, lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


def angular_matrices(j):
    """Jz, J+ and J- with projections ordered j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising, raising.T


def coupled_states(j1, j2, J):
    """States |J M>, M = J..-J, as arrays over (m1, m2), by lowering."""
    lower1 = angular_matrices(j1)[2]
    lower2 = angular_matrices(j2)[2]
    psi = np.zeros((len(lower1), len(lower2)))
    m1, amplitude = j1, 1.0
    while m1 >= -j1 and J - m1 <= j2:
        psi[int(round(j1 - m1)), int(round(j2 - J + m1))] = amplitude
        m1 -= 1
        if m1 >= -j1:
            m2 = J - m1 - 1
            amplitude *= -sqrt(j2 * (j2 + 1) - m2 * (m2 + 1))
            amplitude /= sqrt(j1 * (j1 + 1) - m1 * (m1 + 1))
    psi /= np.linalg.norm(psi)
    states = [psi]
    for step in range(int(round(2 * J))):
        M = J - step
        psi = (lower1 @ psi + psi @ lower2.T) / sqrt(J * (J + 1) - M * (M - 1))
        states.append(psi)
    return states


def diagonal_coefficients(j, rank):
    """<j m; rank 0 | j m> for m = j..-j."""
    states = coupled_states(j, rank, j)
    return np.array([state[i, rank] for i, state in enumerate(states)])


def sector_matrix(j, M):
    """J^2 - j(j+1) for j coupled to 2 at fixed M, and the list of q."""
    qs = [q for q in range(-2, 3) if abs(M - q) <= j]
    matrix = np.diag([6.0 + 2 * (M - q) * q for q in qs])
    for i, q in enumerate(qs[:-1]):
        m1 = M - q
        element = sqrt((j * (j + 1) - m1 * (m1 - 1)) * (6 - q * (q + 1)))
        matrix[i, i + 1] = matrix[i + 1, i] = element
    return matrix, qs


def clean(value, digits=6):
    """Round and remove a negative zero for printing."""
    return round(float(value), digits) + 0.0


# Tensor operators: commutators, all matrix elements and normalization.
for twice_j in range(2, 13):
    j = twice_j / 2
    jz, jp, jm = angular_matrices(j)
    identity = np.eye(len(jz))
    tensor = {0: 3 * jz @ jz - j * (j + 1) * identity,
              1: -sqrt(1.5) * (jz @ jp + jp @ jz),
              -1: sqrt(1.5) * (jz @ jm + jm @ jz),
              2: sqrt(1.5) * jp @ jp, -2: sqrt(1.5) * jm @ jm}
    for q, operator in tensor.items():
        assert np.allclose(jz @ operator - operator @ jz, q * operator)
        for ladder, s in ((jp, 1), (jm, -1)):
            target = sqrt(6 - q * (q + s)) * tensor.get(q + s, 0 * identity)
            assert np.allclose(ladder @ operator - operator @ ladder, target)
    norm = sqrt(j * (j + 1) * (2 * j - 1) * (2 * j + 3))
    total = sum(t @ t.T for t in tensor.values())
    assert np.allclose(total, norm**2 * identity)
    for row, state in enumerate(coupled_states(j, 2, j)):
        for q, operator in tensor.items():
            assert np.allclose(operator[row, :] / norm * (
                np.abs(np.diag(jz) + q - jz[row, row]) < 0.1),
                state[:, 2 - q], atol=1e-10)

# The coefficient vanishes if and only if 3 m^2 = j(j+1).
zeros_found = []
for twice_j in range(2, 27):
    j = twice_j / 2
    values = diagonal_coefficients(j, 2)
    m = j - np.arange(twice_j + 1)
    formula = (3 * m**2 - j * (j + 1)) / sqrt(
        j * (j + 1) * (2 * j - 1) * (2 * j + 3))
    assert np.allclose(values, formula, atol=1e-9)
    for value, projection in zip(values, m):
        twice_m = int(round(2 * projection))
        condition = 3 * twice_m**2 == twice_j * (twice_j + 2)
        assert (abs(value) < 1e-9) == condition
        if condition and twice_m > 0:
            zeros_found.append((j, projection))
assert zeros_found == [(3.0, 2.0), (12.5, 7.5)]

# Fixed-M matrix for j = 3, M = 2 against the full product-space J^2.
z3, p3, m3 = angular_matrices(3)
z2, p2, m2 = angular_matrices(2)
Jz = np.kron(z3, np.eye(5)) + np.kron(np.eye(7), z2)
Jp = np.kron(p3, np.eye(5)) + np.kron(np.eye(7), p2)
J_squared = Jz @ Jz + 0.5 * (Jp @ Jp.T + Jp.T @ Jp)
small, q_list = sector_matrix(3, 2)
indices = [(3 - (2 - q)) * 5 + 2 - q for q in q_list]
assert np.allclose(J_squared[np.ix_(indices, indices)] - 12 * np.eye(4), small)
state_32 = coupled_states(3, 2, 3)[1]
vector = np.array([state_32[3 - (2 - q), 2 - q] for q in q_list])
assert np.allclose(small @ vector, 0, atol=1e-12)
assert np.allclose(vector**2, [5 / 12, 0, 1 / 4, 1 / 3])

# Reflection of projections: sign (-1)^rank; forced zero only for odd rank.
for j in (1, 1.5, 2, 3, 4.5):
    for rank in range(1, min(4, int(2 * j)) + 1):
        values = diagonal_coefficients(j, rank)
        assert np.allclose(values[::-1], (-1)**rank * values, atol=1e-10)
symmetry_zero = diagonal_coefficients(1, 1)[1]
assert abs(symmetry_zero) < 1e-12

# Infinite family: recurrence against an exhaustive integer search.
search_limit = 20000
searched = []
for twice_j in range(2, search_limit + 1):
    product = twice_j * (twice_j + 2)
    if product % 3 == 0 and isqrt(product // 3)**2 == product // 3:
        searched.append((twice_j, isqrt(product // 3)))
family = []
X, N = 7, 4
while X - 1 <= search_limit:
    family.append((X - 1, N))
    X, N = 2 * X + 3 * N, X + 2 * N
assert family == searched
family_values = []
for twice_j, twice_m in family:
    assert (twice_j - twice_m) % 2 == 0 and twice_m < twice_j
    components = []
    for M in (twice_m / 2, twice_m / 2 + 1):
        matrix, qs = sector_matrix(twice_j / 2, M)
        energies, vectors = np.linalg.eigh(matrix)
        nearest = np.argmin(abs(energies))
        components.append(abs(vectors[qs.index(0), nearest]))
    assert components[0] < 1e-10 and components[1] > 1e-5
    family_values.append(components)
for twice_j, twice_m in family[:3]:
    j, m = Rational(twice_j, 2), Rational(twice_m, 2)
    assert clebsch_gordan(j, 2, j, m, 0, m) == 0

# Angular averages by quadrature, for several l.
nodes, weights = np.polynomial.legendre.leggauss(24)


def legendre_average(l, m, rank):
    density = lpmv(m, l, nodes)**2
    return (weights @ (density * eval_legendre(rank, nodes))
            / (weights @ density))


for l in range(1, 6):
    for m in range(l + 1):
        expected = (l * (l + 1) - 3 * m * m) / ((2 * l - 1) * (2 * l + 3))
        assert abs(legendre_average(l, m, 2) - expected) < 1e-12
rank4_coefficient = diagonal_coefficients(3, 4)[1]
assert abs(rank4_coefficient) > 0.1

# Model l = 3 level in an axial potential A r^2 P2 + B r^4 P4.
A, r2, B, r4 = 0.40, 0.25, 0.10, 0.10
average2 = np.array([legendre_average(3, m, 2) for m in range(4)])
average4 = np.array([legendre_average(3, m, 4) for m in range(4)])
shift2 = A * r2 * average2
shift_total = shift2 + B * r4 * average4
assert abs(shift2[2]) < 1e-14 and abs(shift_total[2]) > 1e-3
degeneracy = np.array([1, 2, 2, 2])
assert abs(degeneracy @ shift2) < 1e-14
assert abs(degeneracy @ shift_total) < 1e-14
spread = shift2.max() - shift2.min()
hartree = constants.physical_constants["Hartree energy in eV"][0]

print("Coefficients <3 m; 2 0 | 3 m> (dimensionless)")
for m, value in zip(range(3, -1, -1), diagonal_coefficients(3, 2)):
    print(f"  m = {m}: {clean(value):.6f}")
print("State J = 3, M = 2: amplitude and probability (dimensionless)")
for q, value in zip(q_list, vector):
    print(f"  m1 = {2 - q}, q = {q}: {clean(value):.6f}, {value**2:.6f}")
print("J^2 - 12 for M = 2, diagonal:", [clean(x) for x in np.diag(small)])
print("J^2 - 12 for M = 2, neighbours:",
      [clean(x) for x in np.diag(small, 1)])
print(f"Symmetry zero <1 0; 1 0 | 1 0>: {clean(symmetry_zero):.6f}")
print(f"Rank 4, <3 2; 4 0 | 3 2>: {rank4_coefficient:.6f}")
print(f"Zeros with m > 0 and j <= {search_limit // 2}: {len(searched)}")
print("  j, m, |coefficient| at m, |coefficient| at m + 1")
for (twice_j, twice_m), pair in zip(family, family_values):
    print(f"  {twice_j / 2:.1f}, {twice_m / 2:.1f}, "
          f"{clean(pair[0], 9):.6f}, {pair[1]:.6f}")
print(f"Model A = {A:.2f} eV/angstrom^2, <r^2> = {r2:.2f} angstrom^2")
print(f"Model B = {B:.2f} eV/angstrom^4, <r^4> = {r4:.2f} angstrom^4")
print(f"Scales: A<r^2> = {A * r2:.4f} eV, B<r^4> = {B * r4:.4f} eV")
print("|m|, <P2>, <P4>, quadrupole shift (eV), total shift (eV)")
for m in range(4):
    print(f"  {m}, {clean(average2[m]):.6f}, {clean(average4[m]):.6f}, "
          f"{clean(shift2[m]):.6f}, {clean(shift_total[m]):.6f}")
print(f"Quadrupole spread: {spread:.6f} eV = {spread / hartree:.6f} hartree")
print("all assertions hold")
```

It prints:

```
Coefficients <3 m; 2 0 | 3 m> (dimensionless)
  m = 3: 0.645497
  m = 2: 0.000000
  m = 1: -0.387298
  m = 0: -0.516398
State J = 3, M = 2: amplitude and probability (dimensionless)
  m1 = 3, q = -1: 0.645497, 0.416667
  m1 = 2, q = 0: 0.000000, 0.000000
  m1 = 1, q = 1: -0.500000, 0.250000
  m1 = 0, q = 2: 0.577350, 0.333333
J^2 - 12 for M = 2, diagonal: [0.0, 6.0, 8.0, 6.0]
J^2 - 12 for M = 2, neighbours: [6.0, 7.745967, 6.928203]
Symmetry zero <1 0; 1 0 | 1 0>: 0.000000
Rank 4, <3 2; 4 0 | 3 2>: -0.497468
Zeros with m > 0 and j <= 10000: 7
  j, m, |coefficient| at m, |coefficient| at m + 1
  3.0, 2.0, 0.000000, 0.645497
  12.5, 7.5, 0.000000, 0.142539
  48.0, 28.0, 0.000000, 0.036358
  180.5, 104.5, 0.000000, 0.009615
  675.0, 390.0, 0.000000, 0.002567
  2520.5, 1455.5, 0.000000, 0.000687
  9408.0, 5432.0, 0.000000, 0.000184
Model A = 0.40 eV/angstrom^2, <r^2> = 0.25 angstrom^2
Model B = 0.10 eV/angstrom^4, <r^4> = 0.10 angstrom^4
Scales: A<r^2> = 0.1000 eV, B<r^4> = 0.0100 eV
|m|, <P2>, <P4>, quadrupole shift (eV), total shift (eV)
  0, 0.266667, 0.181818, 0.026667, 0.028485
  1, 0.200000, 0.030303, 0.020000, 0.020303
  2, 0.000000, -0.212121, 0.000000, -0.002121
  3, -0.333333, 0.090909, -0.033333, -0.032424
Quadrupole spread: 0.060000 eV = 0.002205 hartree
all assertions hold
```
